# Transmission and Nonreciprocal Power Range of a Two-Port Kerr Resonator, part 1

(Sections cited here and not found follow in the second part.)

## First half: steady states, jumps and the transmission limit

A resonator with an intensity-dependent frequency can transmit light differently in its two directions without a magnet or any modulation. For a single mode, with the power applied in the same way from both sides, this needs unequal couplings to the two ports. The same incident power then stores different energies from the two sides, and so shifts the resonance by different amounts. This problem asks what the difference costs in transmission.

One standing-wave mode is coupled to port 1 and port 2. Its stored energy $U$ leaks into them at the rates $\gamma_1>\gamma_2$, with $\gamma=\gamma_1+\gamma_2$. There is no other loss until part (i). Light cannot pass from port to port except through the mode, which makes the weak-signal transmission a Lorentzian function of frequency. Stored energy lowers the resonance frequency from $\omega_0$ to $\omega_0-\xi U$, with $\xi>0$. One port is driven at a time, by one frequency $\omega$.

Fields vary as $e^{-i\omega t}$ times a slow amplitude. The mode amplitude $a$ is normalized so that $|a|^2=U$, and the incoming amplitude $s_j$ at port $j$ so that $|s_j|^2=P_j$ is power. The detuning is $\Delta=\omega_0-\omega$, positive when the laser lies below the unshifted resonance. The linewidth is taken to be far smaller than $\omega_0$, so that the couplings are constant across it. The algebra is classical and holds in any consistent units, atomic units included; $\hbar$ is needed only to quote a linewidth or an optical frequency as an energy.

### (a) Find the equation of motion and the outgoing waves, using energy conservation and time reversal.

**Solution.** The most general linear coupling without a direct path is

$$\frac{da}{dt}=-\left[i(\Delta-\xi|a|^2)+\Gamma\right]a+\kappa_1s_1+\kappa_2s_2,\qquad s_j^{\rm out}=r_js_j+q_ja .$$

With nothing stored, all the incident power must return, so $|r_j|=1$. The phase of $r_j$ depends on where the wave is referred to along the waveguide, and I choose the reference planes such that $r_j=-1$.

Energy conservation reads

$$\frac{d|a|^2}{dt}=\sum_j\left(|s_j|^2-|s_j^{\rm out}|^2\right).$$

The equation of motion gives the left side as $2\,{\rm Re}(a^*\,da/dt)$. The frequency term is imaginary after multiplication by $a^*$ and drops out, including its Kerr part, so

$$\frac{d|a|^2}{dt}=-2\Gamma|a|^2+2\,{\rm Re}\sum_j a^*\kappa_js_j .$$

On the right side, $|-s_j+q_ja|^2=|s_j|^2+|q_j|^2|a|^2-2\,{\rm Re}(q_j^*a^*s_j)$, which gives

$$\sum_j\left(|s_j|^2-|s_j^{\rm out}|^2\right)=-\sum_j|q_j|^2|a|^2+2\,{\rm Re}\sum_jq_j^*a^*s_j .$$

The two must agree for every $a$ and $s_j$. Therefore $\kappa_j=q_j^*$ and $2\Gamma=\sum_j|q_j|^2$. By definition the power leaking into port $j$ is $\gamma_j|a|^2$, so $|q_j|^2=\gamma_j$ and $\Gamma=\gamma/2$.

Time reversal fixes the phase. Let the mode decay with no input; its outgoing waves are $q_ja$. The reversed motion has amplitude $a^*$, incoming waves $q_j^*a^*$, and no outgoing waves. Putting this into the output relation gives

$$0=-q_j^*a^*+q_ja^* ,$$

so $q_j$ is real. Moving a reference plane by half a wavelength changes the sign of $q_j$ and leaves $r_j$ unchanged, so both signs can be made positive. The result is

$$\frac{da}{dt}=-\left[i(\Delta-\xi|a|^2)+\frac{\gamma}{2}\right]a+\sum_j\sqrt{\gamma_j}\,s_j,\qquad s_j^{\rm out}=-s_j+\sqrt{\gamma_j}\,a. \tag{1}$$

In a steady state the stored energy is constant, so the reflected and transmitted fractions of the incident power add to one.

### (b) Port $j$ is driven with power $P_j$. Find the transmission and the equation for the stored energy.

**Solution.** Setting $da/dt=0$ in (1) with one input gives

$$a=\frac{\sqrt{\gamma_j}\,s_j}{\gamma/2+i(\Delta-\xi U)},\qquad U=|a|^2=\frac{\gamma_jP_j}{\gamma^2/4+(\Delta-\xi U)^2}.$$

The other port, $l$, has no input, so its outgoing power is $\gamma_lU$. Dividing by $P_j$,

$$T=\frac{\gamma_lU}{P_j}=\frac{\gamma_1\gamma_2}{\gamma^2/4+(\Delta-\xi U)^2}.$$

It is convenient to measure frequencies in half-linewidths:

$$d=\frac{2\Delta}{\gamma},\qquad u=\frac{2\xi U}{\gamma},\qquad x=\frac{8\xi\gamma_jP_j}{\gamma^3}.$$

Then $\Delta-\xi U=(\gamma/2)(d-u)$. Taking $\gamma^2/4$ out of the denominator,

$$T=\frac{4\gamma_1\gamma_2}{\gamma^2}\,\frac{1}{1+(d-u)^2}. \tag{2}$$

For the energy, multiply the expression for $U$ by $2\xi/\gamma$:

$$u=\frac{2\xi}{\gamma}\,\frac{4\gamma_jP_j}{\gamma^2[1+(d-u)^2]}=\frac{x}{1+(d-u)^2},$$

that is,

$$x=u\left[1+(d-u)^2\right]. \tag{3}$$

The scaled energy $u$ is the Kerr shift in half-linewidths, and $u=d$ means that the shifted resonance coincides with the laser.

### (c) Compare the two directions. When do they transmit equally?

**Solution.** The port enters (3) through the product $\gamma_jP_j$ alone, and (2) contains no port label besides the symmetric product $\gamma_1\gamma_2$. Every steady state reached from port 1 with power $P_1$ can therefore be reached from port 2 with

$$P_2=\frac{\gamma_1}{\gamma_2}P_1,$$

and it has the same transmission. Plotted against the logarithm of the incident power, the two transmission curves have the same shape, and the curve for port 2 is displaced to higher power by $\ln(\gamma_1/\gamma_2)$.

Two limits follow. At very low power $u\to0$ in both directions, and (2) gives one common value: a linear resonator is reciprocal whatever its couplings. If $\gamma_1=\gamma_2$ the displacement is zero, and the same states are available from both sides at every power. If the power has the same history in both directions, different transmission at equal power needs both the Kerr shift and unequal couplings.

### (d) Which steady states are stable, and at what drive does a slowly raised power make the resonator jump?

**Solution.** Use the time $\tau=\gamma t/2$ and the amplitude $b=a\sqrt{2\xi/\gamma}$, so that $|b|^2=u$. The driving term in (1) becomes

$$\frac{2}{\gamma}\sqrt{\frac{2\xi}{\gamma}}\sqrt{\gamma_jP_j}=\sqrt{\frac{8\xi\gamma_jP_j}{\gamma^3}}=\sqrt x$$

for a real input amplitude, and

$$\frac{db}{d\tau}=-\left[1+i(d-|b|^2)\right]b+\sqrt x. \tag{4}$$

Write $b=b_0+\delta$, where $b_0$ is a steady state. To first order,

$$|b|^2b=|b_0|^2b_0+2|b_0|^2\delta+b_0^2\delta^*+\dots$$

With $D=d-2u$ the small deviation obeys

$$\frac{d\delta}{d\tau}=-(1+iD)\delta+ib_0^2\delta^* . \tag{5}$$

Together with its complex conjugate this is a linear system for $(\delta,\delta^*)$ with the matrix

$$M=\begin{pmatrix}-1-iD&ib_0^2\\-ib_0^{*2}&-1+iD\end{pmatrix}.$$

Its trace is $-2$. Its determinant is $1+D^2-u^2$, because the product of the off-diagonal elements is $(i)(-i)|b_0|^4=u^2$. The eigenvalues are

$$\lambda=-1\pm\sqrt{u^2-D^2}.$$

Both have negative real parts if and only if $u^2-D^2<1$, that is, if the determinant is positive. Factoring $D^2-u^2=(D-u)(D+u)$,

$$\det M=1+(d-3u)(d-u).$$

This can be compared with the slope of (3):

$$\frac{dx}{du}=1+(d-u)^2-2u(d-u)=1+(d-u)(d-3u).$$

They are equal. A state is stable where the drive needed to hold it rises with the stored energy, and unstable where that drive falls.

The turning points satisfy $3u^2-4du+d^2+1=0$, so

$$u_\mp=\frac{4d\mp\sqrt{16d^2-12(d^2+1)}}{6}=\frac{2d\mp\sqrt{d^2-3}}{3}. \tag{6}$$

For positive $u$ they are real and distinct if $d>\sqrt3$. Then $x(u)$ rises up to $u_-$, falls between $u_-$ and $u_+$, and rises again. I write

$$x_\uparrow=x(u_-),\qquad x_\downarrow=x(u_+),\qquad x_\downarrow<x_\uparrow .$$

Between these two drives there are two stable states, a low one and a high one.

Start in the dark and raise the power slowly. The resonator follows the low state until the drive reaches $x_\uparrow$, where that state ceases to exist. Above $x_\uparrow$ one steady state is left, and it is stable. The amplitude must settle there, for the following reasons. From (4),

$$\frac{d|b|^2}{d\tau}\le-2|b|^2+2\sqrt x\,|b|,$$

which is negative for $|b|>\sqrt x$, so the motion stays bounded. The trace of the linearized motion is $-2$ at every point of the complex $b$ plane, not just at steady states, so every area in that plane shrinks. A closed orbit would enclose an area that the motion carries into itself, which contradicts the shrinking. A bounded motion in a plane with no closed orbit and a single stable steady state ends at that state.

The drive $x_\uparrow$ is thus the upward jump. The condition "slowly" matters: at a large enough detuning, for example $d=3$, a suddenly applied power can overshoot into the high state at a drive somewhat below $x_\uparrow$. For $d\le\sqrt3$ the energy grows continuously and there is no jump.

### (e) Let $K$ be the upper edge divided by the lower edge of the power range in which drive from port 1 has jumped and drive from port 2 has not. Each power is raised slowly from zero. Find $K$, and the largest transmission compatible with it.

**Solution.** Take $d>\sqrt3$, so that jumps exist. Both directions obey (3) with the same $d$, so both jump at the same $x_\uparrow$. Solving the definition of $x$ for the power,

$$P_{j\uparrow}=\frac{\gamma^3x_\uparrow}{8\xi\gamma_j}. \tag{7}$$

Since $\gamma_1>\gamma_2$, port 1 jumps at the smaller power. The range is $P_{1\uparrow}<P<P_{2\uparrow}$, and

$$K=\frac{P_{2\uparrow}}{P_{1\uparrow}}=\frac{\gamma_1}{\gamma_2}. \tag{8}$$

The detuning, the linewidth and the strength of the nonlinearity cancel. They decide where the range lies, not its ratio.

In (2) the square $(d-u)^2$ cannot be negative, so at every power and in both directions

$$T\le\frac{4\gamma_1\gamma_2}{(\gamma_1+\gamma_2)^2}.$$

Dividing the numerator and denominator by $\gamma_2^2$ and using (8),

$$\boxed{\,T\le\frac{4K}{(1+K)^2}\,} \tag{9}$$

with equality if and only if $u=d$.

The reason is interference at the input port. With the shifted resonance on the laser, $a=2\sqrt{\gamma_1}\,s_1/\gamma$ for drive from port 1, and (1) gives

$$\frac{s_1^{\rm out}}{s_1}=-1+\frac{2\gamma_1}{\gamma}=\frac{\gamma_1-\gamma_2}{\gamma_1+\gamma_2}=\frac{K-1}{K+1}.$$

The directly reflected wave and the wave leaking back cancel completely if the couplings are equal. The inequality of couplings that opens the power range also spoils the cancellation. The reflected power is $(K-1)^2/(K+1)^2$, and one minus this is the right side of (9).

The derivative of that right side is $4(1-K)/(1+K)^3$, negative for $K>1$. A wider range therefore always lowers the limit: it is 0.96 at $K=1.5$, 0.89 at $K=2$, 0.56 at $K=5$ and 0.33 at $K=10$. For large $K$ it approaches $4/K$. As $K\to1$ it approaches one, but the range closes.

The relation can be inverted. If a transmission $T$ is required, put $\rho=\sqrt{1-T}$. The reflected amplitude at the peak may not exceed $\rho$, so $(K-1)/(K+1)\le\rho$, and

$$K\le\frac{1+\rho}{1-\rho}=\frac{1+\sqrt{1-T}}{1-\sqrt{1-T}} .$$

## Second half: attainability, hysteresis and a silicon nitride example

The symbols and results carried over are these. The ports have energy decay rates $\gamma_1>\gamma_2$ with sum $\gamma$; $\xi$ is the frequency shift per stored energy $U$; $d=2(\omega_0-\omega)/\gamma$, $u=2\xi U/\gamma$ and $x=8\xi\gamma_jP_j/\gamma^3$. Steady states obey $x=u[1+(d-u)^2]$. For $d>\sqrt3$ the resonator jumps up at $x_\uparrow=x(u_-)$ and down at $x_\downarrow=x(u_+)$, where $u_\mp=(2d\mp\sqrt{d^2-3})/3$. With power raised slowly from zero, the range ratio is $K=\gamma_1/\gamma_2$, and

$$T=\frac{4K}{(1+K)^2}\,\frac1{1+(d-u)^2}\le\frac{4K}{(1+K)^2}.$$

### (f) Can the limit be reached inside the nonreciprocal range?

**Solution.** The peak has $u=d$, and (3) then gives $x=d$. The question is whether this drive lies above the jump of port 1. Find all states at $x=d$:

$$0=u-d+u(u-d)^2=(u-d)\left[1+u(u-d)\right]=(u-d)(u^2-du+1).$$

The quadratic factor has the roots $(d\pm\sqrt{d^2-4})/2$, which are real for $d\ge2$.

*Detuning $\sqrt3<d<2$.* The peak is the sole state at $x=d$, so this drive lies outside the interval from $x_\downarrow$ to $x_\uparrow$, where there are several. Since $\sqrt{d^2-3}<d$, we have $u_+<d$, so the peak lies on the high branch and its drive exceeds $x_\downarrow$. Being outside the interval, it must exceed $x_\uparrow$. The drive from port 1 at the upper end of the range is $Kx_\uparrow$. The limit is therefore reached inside the range if

$$K>\frac{d}{x_\uparrow}.$$

*Detuning $d=2$.* The quadratic has the double root $u=1=u_-$, and $x_\uparrow=2=d$. The jump lands on the peak, so the limit is approached as the power comes down to the lower edge of the range.

*Detuning $d>2$.* Written out, (3) is $u^3-2du^2+(1+d^2)u-x=0$, whose roots add up to $2d$. At the upward jump two of them equal $u_-$. The third is the landing point,

$$u_{\rm land}=2d-2u_-=\frac{2d+2\sqrt{d^2-3}}{3},\qquad u_{\rm land}-d=\frac{2\sqrt{d^2-3}-d}{3}.$$

The last expression is positive for $d>2$: the resonance is carried past the laser. More power carries it further, so the best transmission in the range is at its lower edge,

$$T_{\rm best}=\frac{4K}{(1+K)^2}\left[1+\left(\frac{2\sqrt{d^2-3}-d}{3}\right)^2\right]^{-1}.$$

A scan of the roots over the range with $K=3$ tests these cases. The best transmission divided by the limit came out as 1.000 at $d=1.8$, 0.880 at $d=2.5$ and 0.714 at $d=3$, in agreement with the formulas. A large detuning thus lowers the best forward transmission if the power is simply turned up. The backward transmission falls faster, however: for $K=3$ at the lower edge, (2) and (3) give forward and backward transmissions of 0.741 and 0.184 at $d=1.9$ (6.0 dB of isolation), and 0.535 and 0.084 at $d=3$ (8.0 dB). The detuning trades transmission against isolation.

With each power raised slowly from zero, the range ratio is $K=\gamma_1/\gamma_2$ and the transmission cannot exceed $4K/(1+K)^2$, a limit that can be reached inside the range at moderate detuning but not for $d>2$. What remains is the effect of hysteresis, a silicon nitride example with its neglected effects, and a check against the wave equation.

All numerical values are calculated from the stated model.
